Chern number of a disordered insulator from the winding of det r

A disordered film section 48 nm long reflects nearly everything at two exchange energies. The largest transmission eigenvalue is 7×10⁻⁴ at 10 meV and 4×10⁻⁵ at 75 meV. Yet when the transverse boundary phase advances by 2π, the phase of det r returns without winding in the first case and winds once in the second. This integer is the Chern number, and it costs one small matrix recursion per boundary phase.

**Setting and conventions**

Electrons are independent, at zero temperature, with Fermi energy E = 0 in a gap. The sample is a cylinder with axis x. Hops across a seam in +y carry exp(iφ). Waves vary as exp(−iEt/ħ). Define

W = (1/2π) ∮ dφ ∂φ arg det r(φ),

where r is the reflection matrix of the left contact. For the Chern number, close the sample in x too, with exp(iθ) on the seam hops in +x. With P the projector on occupied states,

C = (i/2π) ∬ dθ dφ Tr P[∂θP, ∂φP].

The claim is W = C for a sample much longer than the decay length ξ of states at E. The corrections to the argument are exponentially small, and both sides are integers.

The example is a magnetic topological-insulator film. Let τ act on its two surfaces and σ on spin:

H = ħv τz(kyσx − kxσy) + (m₀ + Bk²)τx + gσz.

Here m₀ is the hybridization of the surfaces and g the exchange energy. Write |±⟩ for the eigenstates of τx. Since τz exchanges |+⟩ and |−⟩, the pair (|+↓⟩, |−↑⟩) decouples from the other pair and gives

h = ħv(kyσx + kxσy) + (M + Bk²)σz,  M = m₀ − g.

The other pair has mass m₀ + g and, for g > 0, no inversion. The two-band calculation keeps h. On cells of side a, replace k by sin(ka)/a and k² by (2 − 2cos ka)/a² in each direction. The hops in +x and +y are

Tx = (iħv/2a)σy − (B/a²)σz,
Ty = (iħv/2a)σx − (B/a²)σz,

because T e^(−ika) + T†e^(ika) then returns the sine and cosine terms. The on-site term is (M + 4B/a²)σz + V, with V drawn independently and uniformly in each cell.

**What the clean limit predicts**

Near k = 0 the lower band has P = (1 − n·σ)/2, where n = d/|d| and d = (ħv ky, ħv kx, M). Products of Pauli matrices give

[∂xP, ∂yP] = (i/2)(∂xn × ∂yn)·σ,
i Tr P[∂xP, ∂yP] = ½ n·(∂xn × ∂yn) = −(ħv)²M / 2(M² + ħ²v²k²)^(3/2).

Integrating over the plane and dividing by 2π leaves −sgn(M)/2. Changing M from positive to negative therefore raises C by one. For M > 0 all lattice masses are positive, and M can go to infinity without closing the gap, where C = 0. Hence C = 1 just beyond g = m₀. Uniformly spread twists shift both momenta by a negative multiple of the twist; the two signs cancel in C.

**Reflection matrix**

Model each contact channel as a one-way wave of speed u (with ħ = 1 here), incoming amplitude α and outgoing amplitude β, coupled with strength w to one end orbital of amplitude c. Its equation and the sample equation on a contact slice are

−iu(β − α) + wc = 0,
(E − H)c = w(α + β)/2.

The first gives β = α − i(w/u)c. Inserting this in the second yields

(E − H + iγ)c = wα,  γ = w²/2u.

So a contact adds −iγ to its end slice. Let Π_L and Π_R project on the end slices. Then

G = [E − H + iγ(Π_L + Π_R)]⁻¹,
r = 1 − 2iγG_LL,  t = −2iγG_RL.

Current is conserved: |β|² − |α|² = Re[(β − α)*(β + α)] = −(2/u) Im[c*w(α + β)/2]. Summed over all channels, this is proportional to Im c†(E − H)c, which vanishes because H is Hermitian. Hence

r†r + t†t = 1,  |det r|² = ∏(1 − T_i),

with T_i the transmission eigenvalues. A zero of det r means that some T_i equals one.

To obtain G_LL, eliminate slices from the right. Let h_n(φ) be the slice Hamiltonian and T the hop matrix from slice n to n + 1. Start from Σ_N = −iγ and use

g_n = (E − h_n − Σ_n)⁻¹,  Σ_{n−1} = T†g_nT.

This follows from substituting c_n = g_nTc_{n−1} into the equation of slice n − 1. With X = E − h₁ − Σ₁, G_LL = (X + iγ)⁻¹ and

r = (X − iγ)(X + iγ)⁻¹.

**From det r to edge levels**

Let A = G⁻¹. The matrix 1 − 2iγΠ_LG is block triangular, with r and unit blocks on its diagonal, so

det r = det(A − 2iγΠ_L)/det A
= det(E − H − iγΠ_L + iγΠ_R) / det(E − H + iγΠ_L + iγΠ_R).

The denominator does not wind. Replace E by E + iη with η ≥ 0. If its matrix annihilates c, the imaginary part of the expectation value gives

η|c|² + γ|Π_Lc|² + γ|Π_Rc|² = 0.

For η > 0 this forces c = 0. For η = 0 it forces c to vanish on the end slices; the slice equations then give T†c₂ = 0, and so on. Here T is invertible because ħv/2a = 50 meV differs from B/a² = 33 meV, so all of c vanishes. Thus no zero is met while η grows, and at large η the determinant tends to a φ-independent power of iη.

For the numerator, weaken the contacts. This leaves W unchanged as long as det r does not vanish. Near a crossing of left- and right-edge levels, with x_L = E − E_L, x_R = E − E_R, widths γ_L, γ_R and mutual coupling s, the relevant factor is

(x_L − iγ_L)(x_R + iγ_R) − |s|².

Its imaginary part vanishes if x_Lγ_R = x_Rγ_L, so x_Lx_R ≥ 0. The real part, x_Lx_R + γ_Lγ_R − |s|², is then positive if γ_Lγ_R > |s|². Since s decays exponentially with length, the contacts can be made weak while this inequality holds.

In that regime an upward crossing at the left edge takes x_L from positive to negative, and the phase of x_L − iγ_L goes from 0 to −π. The spectrum of the closed cylinder, meaning the cylinder with both contacts removed and its ends open, is periodic in φ, so its net flow through E is zero, and each such crossing has a downward partner at the right edge. There x_R goes from negative to positive, and the phase of x_R + iγ_R goes from π to 0, again −π. With n_L the net number of upward left-edge crossings,

W = −n_L.

Both contacts matter. Without the right one, the numerator would see the right-edge levels with no width assigned by their own contact, and the extremely narrow resonances they leave in r would cancel the left-edge winding.

**From edge levels to the Chern number**

Let Θ be one on the left half of the closed cylinder and zero on the right. The charge Tr ΘP returns after a cycle. It drops by one, up to the edge-state tail, when a left level rises through E. The smooth changes must compensate the jumps:

n_L = ∫ dφ Tr(ΘP′),  P′ = ∂φP.

Differentiating P² = P gives P′ = P′P + PP′, and multiplying by P from both sides gives PP′P = 0. Therefore

[[P′,P],P] = P′P − 2PP′P + PP′ = P′,

and by cyclicity of the trace

Tr(ΘP′) = Tr([P′,P][P,Θ]).

Matrix elements of [P,Θ] connect sites on opposite sides of the cut. In a gapped bulk those of P decay with distance, so the trace is collected at the cut, where edge states have exponentially small weight. The torus projector can be used there. Put its x seam at this cut. Locally the twist acts as

P_θ = e^(−iθΘ) P e^(iθΘ),

because the hop from Θ = 1 to Θ = 0 acquires exp(iθ). Thus ∂θP = −i[Θ,P], or [P,Θ] = −i∂θP, and

n_L = −i ∫ dφ Tr(P′P ∂θP − PP′ ∂θP)
= −i ∫ dφ Tr P[∂θP, ∂φP].

The integral does not depend on θ up to exponentially small terms. Averaging over θ gives n_L = −C, hence W = C. Moving the seam adds to the integrand a φ derivative of a periodic charge, which integrates to zero.

With a mobility gap, localized states may lie at E. The argument then needs P to remain local enough at the cut, and a sample long enough that no localized state forms an open resonant path. The example has a spectral gap at the sampled twists and does not probe that harder case.

**Algorithm**

    choose phi[j] = 2π(j + 1/2)/n
    for each phi[j]:
        Sigma = -iγ
        for slice = N down to 2:
            g = inverse(E - h[slice](phi[j]) - Sigma)
            Sigma = T† g T
        X = E - h[1](phi[j]) - Sigma
        r = (X - iγ) inverse(X + iγ)
        z[j] = det r
        Tmax[j] = largest eigenvalue of 1 - r†r
    step[j] = arg(z[j+1]/z[j]), cyclic, in (-π, π]
    W = sum(step)/(2π)
    refine phi until W is stable and steps are small
    lengthen the sample until max(Tmax) is small

If a slice has n orbitals, the work scales as n_φNn³ and the stored matrices as n² per phase. A dense torus calculation scales as n_θn_φ(Nn)³. Here n = 20 and N = 16. With 48 phases for r and a 6 × 6 torus grid, these counts are 6×10⁶ and 1.2×10⁹, before prefactors.

The torus reference uses the occupied eigenvectors Ψ at each pair of twists. A link is the phase of det(Ψ†Ψ_next). For a small step δ it is exp(−iAδ), with A = i Σ⟨u|∂u⟩ over occupied states, so a plaquette taken first in θ and then in φ has phase −F δθδφ. The curvature F = ∂θA_φ − ∂φA_θ equals i Tr P[∂θP,∂φP]: in i Σ(⟨∂θu|∂φu⟩ − ⟨∂φu|∂θu⟩) the parts within the occupied space cancel. Thus C is minus the sum of plaquette phases divided by 2π.

**Numbers on both sides**

Take ħv = 0.30 eV nm, B = 0.30 eV nm², m₀ = 40 meV and a = 3 nm. The circumference is 30 nm and γ = ħv/a = 100 meV. The disorder has full width 80 meV; its rms in this sample is 23 meV. All these are fixed while g changes.

At g = 10 meV, W = C = 0. At g = 75 meV, W = C = 1. In the second case the largest phase step of det r is 0.141 rad, close to the mean 2π/48 = 0.131 rad: the phase advances almost uniformly. The largest plaquette phase, 0.179 rad, is likewise close to 2π/36 = 0.175 rad. The torus level nearest to E, over the sampled twists, is 26 meV away at g = 10 meV and 35 meV away at g = 75 meV. With the cell halved, the distances at zero twists are 27 and 34 meV.

Diagonalizing the closed cylinder at 24 twists for g = 75 meV gives n_L = −1: one left-edge level descends through E. The smooth charge follows from first-order perturbation theory,

Tr(ΘP′) = 2 Re Σ_{o,e} ⟨o|Θ|e⟩⟨e|∂φH|o⟩/(E_o − E_e),

with o occupied and e empty. Its sum over the cycle is −0.998 electrons. The edge tails at the cut account for the difference from an integer: where the levels cross E, the left-edge level has 0.09% of its weight in the right half, and the right-edge level has 0.09% in the left half.

Length controls the result. For sections of 24, 48 and 96 nm, the largest transmission on the phase grid is 3.7×10⁻², 6.6×10⁻⁴ and 2.0×10⁻⁷ at g = 10 meV, and 3.1×10⁻², 4.3×10⁻⁵ and 8.4×10⁻¹¹ at g = 75 meV. Fitting exp(−2L/ξ) to the last two lengths gives

ξ = 2·48/ln(6.55×10⁻⁴/2.04×10⁻⁷) = 11.9 nm,
ξ = 2·48/ln(4.34×10⁻⁵/8.44×10⁻¹¹) = 7.3 nm.

The clean model explains these sizes. A zero-energy state exp(−λx) with ky = 0 obeys Bλ² ∓ ħvλ − M = 0, with the two signs for the eigenvalues ±1 of σx. The smallest positive λ gives 1/λ = 10.9 nm for M = 30 meV and 7.4 nm for M = −35 meV. On the clean 3 nm lattice the same condition gives 11.0 and 7.7 nm, so the lengths fitted for the disordered sample agree with the clean ones to within about 10%.

Halving the cell to 1.5 nm, with the same potential landscape and γ again equal to ħv/a, leaves both windings unchanged. The transmissions become 2.2×10⁻⁴ and 7.1×10⁻⁵. The small transmissions are not converged: the first falls by a factor of about 3 and the second rises by 1.6 here, and at a = 0.75 nm and φ = 0 they move on in the same directions by further factors of 3.8 and 3.0. The contact also changes with the cell in this sequence. The fitted decay lengths are steadier, 11.4 and 7.3 nm at a = 1.5 nm. Ten further disorder samples at a = 3 nm all give W = 0 and 1 at the two exchange energies.

**The transition is a zero of det r**

For the same disorder sample:

g = 20 meV: W = 0, largest T = 0.009
g = 30 meV: W = 0, largest T = 0.14
g = 35 meV: W = 0, largest T = 0.47
g = 40 meV: W = 0, largest T = 0.97
g = 45 meV: W = 1, largest T = 0.71
g = 60 meV: W = 1, largest T = 0.009

A continuous phase on a closed cycle can change its winding when det r vanishes, and not otherwise. This is two real equations, so isolated solutions are expected in the plane (g, φ). Bisection on W followed by a root search for the real and imaginary parts finds g = 41.1 meV, φ = −0.07 rad, where one transmission eigenvalue is one. Following arg det r counterclockwise around this point, with g horizontal and φ vertical, gives +2π. This is the winding at slightly larger g minus that at slightly smaller g, and it accounts for the jump from 0 to 1.

Without disorder the zero lies at g = 43.4 meV and φ = 0, although the infinite clean film closes its gap at g = m₀ = 40 meV. The finite circumference is not the cause: at φ = 0 it admits ky = 0, the transverse momentum at which the infinite film closes its gap. The difference comes from the finite length and the contacts. With a and γ fixed, doubling the length to 96 nm halves the clean zero's distance from 40 meV, from 3.4 to 1.7 meV. At fixed length and contacts, this disorder sample moves the zero down by 2.3 meV. These positions belong to the 3 nm cell: at a = 1.5 nm with γ = ħv/a, the clean and disordered zeros lie at 45.5 and 44.2 meV, only 1.3 meV apart. At a = 0.75 nm the clean zero moves on to 49.2 meV; γ grows along this sequence, and at a = 3 nm raising γ to 300 meV alone moves the clean zero to 47.9 meV. One sample does not establish the mean shift of the bulk transition. Within such a window W and the torus C may differ, because they close the same finite sample differently.

**Stability and failure modes**

*Undersampled phase.* Principal-value steps never exceed π in magnitude, even when a full turn has been missed. Refinement is therefore necessary. An edge level moves by about ħv/(30 nm) = 10 meV per radian here. For weak contacts its resonance has half-width γ times its weight on the end slice, so the phase turns more abruptly as γ falls. Very strong contacts also narrow the resonance, because they decouple the end slice from the rest of the sample. With 96 phases, W = 1 at g = 75 meV for γ = 10 meV and for γ = 1000 meV; the largest transmissions are 2×10⁻⁴ and 8×10⁻⁴.

*Short sample.* W remains an integer even when transmission is large, so its integrality is no evidence of convergence. Print the largest transmission and repeat with a longer section.

*Nearly singular slices.* During the recursion, the part to the right of a slice has its own temporary left edge. In the topological phase one of its levels can meet E at a sampled φ, with a width exponentially small in the distance to the right contact. The inverse g_n is then very large and digits are lost. Shifting the phase grid avoids an accidental hit; combining slice scattering matrices avoids forming this inverse.

*Wrong sign.* Reversing φ, or exchanging the contact whose reflection is used, reverses W. The clean Dirac result above fixes the sign.

**The film and real devices**

The parameters are illustrative, for a very thin film of the Cr-doped (Bi,Sb)₂Te₃ class whose surfaces hybridize strongly; g = 75 meV is large for exchange in such films. In thicker films m₀ is smaller, and a smaller g is enough for inversion. Real films also have unequal surfaces, particle-hole asymmetry and uneven magnetization. To size these, the full four-band film was given a surface potential 10 meV τz, a term Dk² with D = 0.10 eV nm², and exchange fluctuations of full width 40 meV. Its windings are 0 at g = 10 meV, 1 at 75 meV and −1 at −75 meV. The last sign arises because the other block, whose kx term has the opposite sign, is now inverted. At k = 0 the clean levels with the surface potential U = 10 meV are ±g ± √(m₀² + U²), so the critical exchange rises from 40 meV by 1.2 meV.

A twist advancing by 2π corresponds to a flux h/e and moves |C| electrons along the cylinder. The current e|C|φ̇/2π divided by the voltage ħφ̇/e gives |C|e²/h, or 38.74 μS for |C| = 1. At 1 K the thermal energy is 0.086 meV, and the nearest torus level at g = 75 meV is about 400 times farther from E. Devices of this class nevertheless usually need temperatures of roughly 1 K or less for good quantization, so this model gap does not predict their working temperature. Larger-scale inhomogeneity, magnetic dynamics, interactions and inelastic scattering are absent from the model, and their effect on the conductance is not sized here.
